# Core overlap and pseudopotential error in close carbon–carbon encounters

**Q.** I simulate carbon implantation, and some collisions bring two nuclei within a few tenths of an ångström. I have been told that a frozen-core pseudopotential fails there because the overlapping cores must relax. Is that the reason?

**A.** It is one of two reasons, and in the hardest collisions it is the smaller one. It also has the opposite sign to the error you would see. If cores are frozen but kept in the calculation, the energy comes out too high. A pseudopotential calculation at very short distance gives an energy that is too low, because it has removed the core electrons and, with them, the extra repulsion that overlapping cores exert beyond that of point ions.

**Q.** Why must freezing raise the energy?

**A.** Take C₂ in Hartree–Fock theory, nonrelativistic, with the closed-shell configuration \(1\sigma_g^2\,1\sigma_u^2\,2\sigma_g^2\,2\sigma_u^2\,1\pi_u^4\) at every distance \(R\). Define three total energies.

- \(E_{AE}\): all twelve electrons are optimized.
- \(E_{FC}\): the two atomic 1s orbitals, taken from C⁴⁺, span a doubly occupied space that is held fixed. The other eight electrons are optimized orthogonally to it.
- \(E_{PP}\): eight electrons move in ccECP pseudopotentials, and the ions repel as point charges of 4.

Every determinant allowed in the second calculation is also allowed in the first. A minimum over the larger set cannot lie higher, so

\[
E_{relax}(R)=E_{FC}(R)-E_{AE}(R)\ge 0 .
\]

This compares two calculations in the same basis and configuration. It says nothing about \(E_{PP}\), which belongs to a different Hamiltonian.

**Q.** Then how do you compare the pseudopotential with the other two?

**A.** Its total energy has a different zero, so I compare energy changes from a reference distance \(R_0=1.25\) Å, near the bond length:

\[
W_X(R)=E_X(R)-E_X(R_0).
\]

Adding and subtracting \(W_{FC}\) gives

\[
W_{PP}-W_{AE}=(W_{FC}-W_{AE})-(W_{FC}-W_{PP}).
\]

The first bracket is the relaxation energy minus its value at \(R_0\). The second is what the pseudopotential lacks even when no core relaxes. It contains the missing core–core interaction and any error in the valence energy. The results in eV are:

| \(R\) (Å) | relaxation | missing part | error |
|---|---:|---:|---:|
| 0.60 | 1.0 | 0.7 | 0.3 |
| 0.40 | 4.5 | 13.1 | −8.6 |
| 0.25 | 22.7 | 148.8 | −126.1 |
| 0.15 | 137.7 | 689.2 | −551.5 |

At 0.15 Å, for example, the missing part is \(1703.5-1014.3=689.2\) eV, and the error is \(137.7-689.2=-551.5\) eV. Relative to the all-electron rise of 1565.8 eV, that is −35%. At 0.25 Å it is −21%, and at 0.40 Å it is −4%.

At 0.60 Å the two contributions partly cancel, leaving 0.3 eV. A small total error there does not show that each part is small.

**Q.** Where does the missing repulsion come from? The ions do repel in my code.

**A.** They repel as point charges. To see what that omits, strip off the valence electrons and consider C⁴⁺ facing C⁴⁺. In atomic units the pseudopotential energy is then \(16/R\), because there are no electrons for the pseudopotential to act on. The true pair has two nuclei of charge 6 and four core electrons. With frozen cores, the omitted energy is

\[
U_{core}(R)=E_{pair}^{frozen}(R)-2E_{core}-\frac{16}{R}.
\]

Part of this is classical. Let \(f(k)\) be the Fourier transform of one core's electron density, with \(f(0)=2\). The ion's charge is \(q(k)=6-f(k)\), and the Coulomb interaction is

\[
\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi q(k)^2}{k^2}\,e^{i\mathbf k\cdot\mathbf R}
=\frac{2}{\pi}\int_0^\infty q(k)^2\,\frac{\sin kR}{kR}\,dk .
\]

The angular integral supplies \(4\pi\sin(kR)/(kR)\), the volume element supplies \(k^2\), and \(16\pi^2/(8\pi^3)=2/\pi\). At large \(R\) small \(k\) dominates, \(q\to4\), and the result tends to \(16/R\). The excess over \(16/R\) is the penetration energy. At 0.25 and 0.15 Å it is clearly repulsive: each nucleus has entered the other's core cloud and is less well screened. At 0.60 Å it is tiny and slightly negative, −0.01 eV. This integral was tested against a direct evaluation in real space.

The rest of \(U_{core}\) comes from the Pauli principle.

**Q.** Can you show me that Pauli part without just naming it?

**A.** Let \(a\) and \(b\) be the two real, normalized 1s orbitals, with overlap \(S=\langle a|b\rangle\). Four electrons must fill two orthogonal orbitals:

\[
g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .
\]

Their density is

\[
2g^2+2u^2=\frac{a^2+b^2+2ab}{1+S}+\frac{a^2+b^2-2ab}{1-S}
=\frac{2(a^2+b^2)-4S\,ab}{1-S^2}.
\]

Subtracting the density \(2a^2+2b^2\) of two undisturbed cores leaves

\[
\Delta\rho=\frac{2S}{1-S^2}\left[S(a^2+b^2)-2ab\right].
\]

Its integral is proportional to \(2S-2S=0\), so no charge is lost. At the midpoint \(a=b\), and the bracket is \(2a^2(S-1)<0\). Electrons have been pushed out from between the nuclei.

The same algebra applies to the kinetic energy. With \(t_{aa}=t_{bb}\), replacing products of orbitals by matrix elements gives

\[
\Delta T=\frac{4t_{aa}-4S\,t_{ab}}{1-S^2}-4t_{aa}
=\frac{4S\,(S\,t_{aa}-t_{ab})}{1-S^2}.
\]

To find the sign, take the model orbital \(a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_a}\) and set \(x=\zeta R\). Use the coordinates \(\lambda=(r_a+r_b)/R\) and \(\mu=(r_a-r_b)/R\), with volume element \((R^3/8)(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\phi\). The overlap is

\[
S=\frac{x^3}{4}\int_1^\infty\!\left(2\lambda^2-\tfrac23\right)e^{-x\lambda}d\lambda
=e^{-x}\left(1+x+\frac{x^2}{3}\right).
\]

Since \(r_b=R(\lambda-\mu)/2\), one factor cancels in the next integral, and the term odd in \(\mu\) vanishes:

\[
\left\langle a\left|\frac1{r_b}\right|b\right\rangle
=\zeta^3R^2\int_1^\infty\lambda e^{-x\lambda}d\lambda
=\zeta(1+x)e^{-x}.
\]

The orbital obeys \(-\tfrac12\nabla^2 b=(-\zeta^2/2+\zeta/r_b)\,b\). Therefore \(t_{aa}=-\zeta^2/2+\zeta^2=\zeta^2/2\), and

\[
t_{ab}=-\frac{\zeta^2S}{2}+\zeta^2(1+x)e^{-x}
=\frac{\zeta^2}{2}e^{-x}\left(1+x-\frac{x^2}{3}\right).
\]

The difference is \(S\,t_{aa}-t_{ab}=\zeta^2x^2e^{-x}/3\), so

\[
\Delta T=\frac{4S\,\zeta^2x^2e^{-x}}{3(1-S^2)}>0 .
\]

In this model, orthogonality costs kinetic energy. At large \(R\) the cost falls off as \(e^{-2x}\) times a power of \(x\). The Hartree–Fock numbers below also include the changes in nuclear attraction and electron repulsion.

**Q.** Which is larger for carbon, penetration or Pauli repulsion?

**A.** Pauli repulsion, from 0.60 Å down to 0.15 Å. Much closer in, the order must reverse, because penetration grows as \(20/R\) while the Pauli part stays finite. At 0.15 Å the Pauli part is 612 eV, against 157 eV for penetration. At 0.25 Å the values are 164 and 11 eV. Their sums, 769 and 175 eV, are somewhat larger than the 689 and 149 eV missing from the neutral dimer. The bare cores thus account for the size of the missing part, while the difference comes from the valence energy.

**Q.** And relaxation? Does it ever lead?

**A.** For the bare pair it leads at larger distances. Each ion sits in the other's field \(F=4/R^2\) and gains \(\tfrac12\alpha F^2\), where \(\alpha\) is its polarizability. For two ions,

\[
E_{relax}^{pair}\simeq 2\cdot\frac{\alpha}{2}\left(\frac{4}{R^2}\right)^2=\frac{16\,\alpha}{R^4}.
\]

This is the leading term when the cores do not overlap and the field is nearly uniform across each of them. An isolated ion in a uniform field gives \(\alpha=0.00893\) bohr³. At 1.25 Å the formula then yields 0.125 eV, while the direct pair calculation gives 0.128 eV. The test required agreement within 10%.

A power law outlasts an exponential. At 0.60 Å the bare pair gains 2.4 eV by relaxing, while Pauli repulsion is 0.8 eV. At 0.40 Å the order has reversed, with 7.6 eV against 19.3 eV. The polarization formula has also failed by then: scaling 0.125 eV by \((1.25/0.40)^4\approx95\) predicts 11.9 eV.

**Q.** Could I repair my pseudopotential by adding the bare-pair energy?

**A.** Partly, and only at short range. Adding the relaxed bare-pair term, measured from \(R_0\), changes the error at 0.15 Å from −551 to +45 eV. At 0.25 Å it changes from −126 to +16 eV, and at 0.40 Å from −8.6 to +3.2 eV. At 0.60 Å the correction makes matters worse, from +0.3 to −1.1 eV.

The remainder at 0.15 Å can be traced. The bare frozen pair overstates the missing part by \(768.7-689.2=79.5\) eV. It also overstates relaxation, by about 34 eV, which enters with the opposite sign. The net is 45 eV. Bare ions are therefore not a quantitative substitute for cores surrounded by valence electrons.

A better repair is a short-range pair term fitted to \(W_{AE}-W_{PP}\), or an all-electron calculation of the encounter. The fitted term reproduces this dimer by construction; its transfer to a solid would need its own check. The pseudopotential used here contains no core electrons that could relax. An added core-polarization term can imitate their response while the cores stay apart, but it lowers the energy and so cannot supply the missing repulsion.

**Q.** What would the error do to an actual trajectory?

**A.** In a head-on collision, the atoms stop where \(W\) equals the energy in the centre-of-mass frame, apart from the small offset between \(R_0\) and separated atoms. Take 587 eV, the all-electron value at 0.25 Å. For equal masses and a target at rest, the reduced mass is \(m/2\), so this energy is half the laboratory energy, which is about 1.17 keV.

The pseudopotential has reached only 461 eV at 0.25 Å, so the atoms continue inward. Interpolating \(\ln W_{PP}\) linearly between 0.25 and 0.15 Å puts the turning point near 0.22 Å. That is a rough estimate from two points, but its direction is clear: the simulated atoms approach too closely.

**Q.** Does the relative error keep growing as they approach?

**A.** It has a limit. For point nuclei the electronic energies stay finite as \(R\to0\), so the nuclear terms win: \(W_{AE}\to36/R\) and \(W_{PP}\to16/R\). The relative error tends to

\[
\frac{16-36}{36}=-\frac59\approx-56\%.
\]

At 0.15 Å it is −35%, so the electrons still matter.

**Q.** How far should I trust the all-electron curve itself?

**A.** As a Hartree–Fock reference, quite well on this scale. Adding tighter basis functions changes the 0.15 Å rise by about 1 eV, and the pseudopotential error by a similar amount. In the original basis, replacing \(2\sigma_u^2\) by \(3\sigma_g^2\) raises the all-electron energy there by 5 eV, so that competing configuration is not lower in this basis. The effect of more diffuse functions was not tested. The Ziegler–Biersack–Littmark universal potential gives 1473 eV, about 6% below the all-electron value.

The curve still omits correlation, relativity and electronic excitation during the collision. In addition, ccECP was fitted with correlation and scalar relativity included, so I would not interpret differences of a few tenths of an eV at 0.60 Å. The errors of 126 and 551 eV at the two shortest distances are a different matter. The numerical output gives the full set of values.

## Calculated quantities

```
C2, Hartree-Fock; distances in angstrom, energies in eV
reference distance R0 = 1.25 angstrom
basis functions per atom = 42
C4+ core energy = -880.566 eV
C4+ virial deviation E+T = -0.07934 eV
Walls relative to R0:
   R       W_AE       W_FC       W_PP
 1.25      0.000      0.000      0.000
 0.60     70.235     71.193     70.539
 0.40    200.359    204.824    191.767
 0.25    586.946    609.640    460.869
 0.15   1565.826   1703.536   1014.333
Relaxation E_FC-E_AE; PP error W_PP-W_AE; error/W_AE in percent:
   R      relax   PP error   percent
 1.25      0.028      0.000         -
 0.60      0.986      0.304      0.43
 0.40      4.493     -8.592     -4.29
 0.25     22.722   -126.077    -21.48
 0.15    137.737   -551.493    -35.22
Bare core pair beyond 16/R (overlap S has no unit):
   R        S  penetration    Pauli    relaxation   net
 1.25   0.00016    -0.0000     0.0000    -0.1282    -0.1282
 0.60   0.03815    -0.0111     0.8260    -2.3620    -1.5471
 0.40   0.16459     0.0156    19.2688    -7.5833    11.7011
 0.25   0.42299    11.0133   164.3816   -33.4462   141.9487
 0.15   0.69729   156.9687   611.7334  -171.9929   596.7091
PP error left after adding the relaxed bare-pair term:
 1.25      0.000
 0.60     -1.115
 0.40      3.237
 0.25     16.000
 0.15     45.344
C4+ polarizability = 0.008931 bohr^3
pair relaxation at R0, direct = 0.12823 eV
pair relaxation at R0, alpha*16/R^4 = 0.12489 eV
penetration at 0.15, Fourier = 156.9687 eV
universal potential at 0.15 = 1473.08 eV
E(3sg2 replaces 2su2)-E(fixed), AE, at 0.15 = 5.206 eV
larger basis: W_AE at 0.15 = 1564.617 eV
larger basis: PP error at 0.15 = -550.479 eV
```
